# Relativistic Landau Levels and the Magnetic-Moment Anomaly of the Electron: a numerical check

```python
# Result under test: a Dirac electron (charge -e) in a uniform field B along z has
#   E^2 = m^2 + pz^2 + 2 n e B                      (hbar = c = 1),
# and a constant anomaly a, entering as kappa*beta*Sigma_z with kappa = a e B/(2m), gives
#   E^2 = pz^2 + (sqrt(m^2 + 2 n e B) +- kappa)^2   (only the minus sign for n = 0),
# so that at pz = 0 each doublet splits by a*e*B/m.
# Grid model: m = 1, b = e B/m^2, lengths in magnetic lengths 1/sqrt(e B).
# Lambda = Sigma_x pi_x + Sigma_y pi_y measures spin along the kinetic momentum.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh, eigvalsh


def check_squared_hamiltonian():
    """Apply the Dirac Hamiltonian twice to an arbitrary spinor, symmetric gauge."""
    x, y, z = sp.symbols("x y z", real=True)
    e, B, m = sp.symbols("e B m", positive=True)
    pauli = [sp.Matrix([[0, 1], [1, 0]]),
             sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]
    zero = sp.zeros(2)
    alpha = [sp.Matrix(sp.BlockMatrix([[zero, s], [s, zero]])) for s in pauli]
    beta = sp.diag(1, 1, -1, -1)
    sigma_z = sp.diag(1, -1, 1, -1)
    potential = [-B * y / 2, B * x / 2, sp.Integer(0)]
    psi = sp.Matrix([sp.Function("u%d" % i)(x, y, z) for i in range(4)])

    def kinetic(i, f):
        return -sp.I * f.diff((x, y, z)[i]) + e * potential[i] * f

    def hamiltonian(f):
        out = m * beta * f
        for i in range(3):
            out += alpha[i] * kinetic(i, f)
        return out

    right = m**2 * psi + e * B * sigma_z * psi
    for i in range(3):
        right += kinetic(i, kinetic(i, psi))
    difference = (hamiltonian(hamiltonian(psi)) - right).applyfunc(
        lambda term: sp.expand(term.doit()))
    assert difference == sp.zeros(4, 1)


check_squared_hamiltonian()

# Staggered grid: spin-down components on nodes, spin-up components on midpoints.
half_width, step = 7.0, 0.07
n_down = int(round(2 * half_width / step)) + 1
n_up = n_down - 1
nodes = -half_width + step * np.arange(n_down)
midpoints = nodes[:-1] + step / 2
sigma_diag = np.concatenate([np.ones(n_up), -np.ones(n_down)])


def transverse_operator(b, centre_shift=0.0):
    """sigma_x pi_x + sigma_y pi_y, Landau gauge, fourth-order differences."""
    def shifted(k):
        return np.eye(n_up, n_down, k)
    derivative = (27 * (shifted(1) - shifted(0))
                  - (shifted(2) - shifted(-1))) / (24 * step)
    average = (9 * (shifted(0) + shifted(1)) - shifted(-1) - shifted(2)) / 16
    lower = -1j * np.sqrt(b) * (
        derivative + (midpoints + centre_shift)[:, None] * average)
    return np.block([[np.zeros((n_up, n_up)), lower],
                     [lower.conj().T, np.zeros((n_down, n_down))]])


def dirac_matrix(b, pz, anomaly, centre_shift=0.0):
    spin = np.diag(sigma_diag)
    diagonal = np.eye(n_up + n_down) + anomaly * b / 2 * spin
    coupling = transverse_operator(b, centre_shift) + pz * spin
    return np.block([[diagonal, coupling], [coupling, -diagonal]])


b_model, a_model, pz_model = 0.2, 0.1, 0.5
kappa = a_model * b_model / 2
W = np.sqrt(1 + 2 * b_model * np.arange(5))
tolerance = 5e-5  # finite-difference error of the grid

# Energies and multiplicities without anomaly, displaced guiding centre.
values = eigvalsh(dirac_matrix(b_model, pz_model, 0.0, 0.4))
grid_plain = values[values > 0][:9]
level_index = np.array([0, 1, 1, 2, 2, 3, 3, 4, 4])
formula_plain = np.sqrt(1 + pz_model**2 + 2 * level_index * b_model)
error_plain = np.max(np.abs(grid_plain - formula_plain))
assert error_plain < tolerance

# Energies with anomaly and motion along the field.
values = eigvalsh(dirac_matrix(b_model, pz_model, a_model))
grid_anomaly = values[values > 0][:9]
tau = np.array([-1, -1, 1, -1, 1, -1, 1, -1, 1])
formula_anomaly = np.sqrt(pz_model**2 + (W[level_index] + tau * kappa)**2)
error_anomaly = np.max(np.abs(grid_anomaly - formula_anomaly))
assert error_anomaly < tolerance
split_moving = grid_anomaly[2::2] - grid_anomaly[1::2]
first_order = 2 * kappa * W[1:] / np.sqrt(W[1:]**2 + pz_model**2)
assert np.allclose(split_moving, first_order, rtol=1e-3, atol=0)

# No motion along the field: equal splittings and mean spin.
energy_a, states_a = eigh(dirac_matrix(b_model, 0.0, a_model))
positive = np.where(energy_a > 0)[0][:9]
rest_levels = energy_a[positive]
split_rest = rest_levels[2::2] - rest_levels[1::2]
assert np.allclose(split_rest, a_model * b_model, rtol=1e-7, atol=0)
assert np.max(np.abs(rest_levels - W[level_index] - tau * kappa)) < tolerance
full_spin = np.concatenate([sigma_diag, sigma_diag])
mean_spin = full_spin @ np.abs(states_a[:, positive])**2
assert np.max(np.abs(mean_spin - tau / W[level_index])) < tolerance

# Wave packet with spin along its kinetic momentum, with and without anomaly.
energy_0, states_0 = eigh(dirac_matrix(b_model, 0.0, 0.0))


def gaussian(position):
    return np.exp(-(position - 2.0)**2 / 2)


packet = np.concatenate([gaussian(midpoints), 1j * gaussian(nodes),
                         np.zeros(n_up + n_down)])
packet = packet / np.linalg.norm(packet)
transverse = transverse_operator(b_model)
all_positions = np.tile(np.concatenate([midpoints, nodes]), 2)


def evolve(energy, states, time):
    return states @ (np.exp(-1j * energy * time) * (states.conj().T @ packet))


def mean_lambda(state):
    upper, lower = np.split(state, 2)
    return (np.vdot(upper, transverse @ upper)
            + np.vdot(lower, transverse @ lower)).real


lambda_start = mean_lambda(packet)
assert lambda_start > 0.5
x_start = all_positions @ np.abs(packet)**2
x_path = []
for time in np.linspace(0, 60, 25):
    moved = evolve(energy_0, states_0, time)
    assert abs(mean_lambda(moved) / lambda_start - 1) < 1e-8
    x_path.append(all_positions @ np.abs(moved)**2)
assert x_start - min(x_path) > 1.0  # the packet really circulates
angles = np.array([60.0, 90.0, 180.0, 300.0])
ratios = []
for angle in angles:
    time = np.radians(angle) / (a_model * b_model)
    ratios.append(mean_lambda(evolve(energy_a, states_a, time)) / lambda_start)
assert np.allclose(ratios, np.cos(np.radians(angles)), atol=1e-7)

# Worked example: free electron, 5 T, high precision for small differences.
mp.mp.dps = 40
field = mp.mpf(5)
charge, mass = mp.mpf(const.e), mp.mpf(const.m_e)
light, hbar = mp.mpf(const.c), mp.mpf(const.hbar)
a_e = mp.mpf(const.physical_constants["electron mag. mom. anomaly"][0])
critical = mass**2 * light**2 / (charge * hbar)
b = field / critical
rest_frequency = mass * light**2 / (2 * mp.pi * hbar)
f_c = charge * field / (2 * mp.pi * mass)
f_a = a_e * f_c


def level(n, sign, pz=0, anomaly=a_e):
    """Energy divided by h, in Hz, measured from the rest energy."""
    root = mp.sqrt(1 + 2 * n * b) + sign * anomaly * b / 2
    return rest_frequency * (mp.sqrt(pz**2 + root**2) - 1)


spacing_01 = level(1, -1) - level(0, -1)
spacing_12 = level(2, -1) - level(1, -1)
spin_flip = level(1, 1) - level(0, -1)
split_pz = level(1, 1, 1) - level(1, -1, 1)
assert abs(split_pz / (f_a / mp.sqrt(2)) - 1) < 1e-8
n_fast = 4 * 10**10
gamma_fast = mp.sqrt(1 + 2 * n_fast * b)
spacing_fast = level(n_fast + 1, -1) - level(n_fast, -1)
split_fast = level(n_fast, 1) - level(n_fast, -1)
assert abs(spacing_fast * gamma_fast / f_c - 1) < 1e-8
assert abs(split_fast / f_a - 1) < 1e-12

print("GRID MODEL, energies in units of m")
print(f"eB/m^2 = {b_model}, a = {a_model}, kappa/m = {kappa:.3f}")
print(f"pz/m in the moving case = {pz_model}")
print("a = 0, moving case: n, grid E/m, formula E/m")
for n, g, f in zip(level_index, grid_plain, formula_plain):
    print(f"  {n}  {g:.6f}  {f:.6f}")
print(f"largest error, a = 0: {error_plain:.1e} m")
print("a = 0.1, moving case: n, tau, grid E/m, formula E/m")
for n, t, g, f in zip(level_index, tau, grid_anomaly, formula_anomaly):
    print(f"  {n}  {t:+d}  {g:.6f}  {f:.6f}")
print(f"largest error, a = 0.1: {error_anomaly:.1e} m")
print("pz = 0 splittings/m, n=1..4:", np.round(split_rest, 7))
print("moving splittings/m, n=1..4:", np.round(split_moving, 6))
print("mean Sigma_z, tau=+1, n=1..4:", np.round(mean_spin[2::2], 4))
print("angle a*omega_c*t (deg), <Lambda>(t)/<Lambda>(0)")
for angle, ratio in zip(angles, ratios):
    print(f"  {angle:.0f}  {ratio:+.6f}")
print("ELECTRON IN A FIELD")
print(f"field B = {float(field):.1f} T")
print(f"anomaly a = {float(a_e):.9f}")
print(f"critical field m^2 c^2/(e hbar) = {float(critical):.4e} T")
print(f"B/critical field = {float(b):.4e}")
print(f"cyclotron frequency eB/(2 pi m) = {float(f_c/10**9):.4f} GHz")
print(f"cyclotron quantum = {float(2*mp.pi*hbar*f_c/charge*1000):.5f} meV")
print(f"anomaly frequency = {float(f_a/10**6):.4f} MHz")
print("levels (E - mc^2)/h at pz = 0: n, tau, GHz")
for n, t in [(0, -1), (1, -1), (1, 1), (2, -1), (2, 1)]:
    print(f"  {n}  {t:+d}  {float(level(n, t)/10**9):.6f}")
print(f"spacing 0-1 minus spacing 1-2, tau=-1: {float(spacing_01-spacing_12):.2f} Hz")
print(f"spin-flip frequency, k = 0: {float(spin_flip/10**9):.6f} GHz")
print(f"(f_c + f_a) minus spin-flip: {float(f_c+f_a-spin_flip):.2f} Hz")
print(f"splitting for n = 1, pz = mc: {float(split_pz/10**6):.4f} MHz")
print(f"fast state n = {n_fast:.0e}: gamma = {float(gamma_fast):.4f}")
print(f"fast state orbital frequency = {float(spacing_fast/10**9):.4f} GHz")
print(f"fast state anomaly splitting = {float(split_fast/10**6):.4f} MHz")
print("all tests passed")
```

Running it gives:

```
GRID MODEL, energies in units of m
eB/m^2 = 0.2, a = 0.1, kappa/m = 0.010
pz/m in the moving case = 0.5
a = 0, moving case: n, grid E/m, formula E/m
  0  1.118034  1.118034
  1  1.284523  1.284523
  1  1.284523  1.284523
  2  1.431780  1.431782
  2  1.431780  1.431782
  3  1.565244  1.565248
  3  1.565244  1.565248
  4  1.688187  1.688194
  4  1.688187  1.688194
largest error, a = 0: 7.6e-06 m
a = 0.1, moving case: n, tau, grid E/m, formula E/m
  0  -1  1.109099  1.109099
  1  -1  1.275317  1.275318
  1  +1  1.293740  1.293740
  2  -1  1.422414  1.422416
  2  +1  1.441155  1.441157
  3  -1  1.555771  1.555775
  3  +1  1.574723  1.574727
  4  -1  1.678638  1.678646
  4  +1  1.697741  1.697748
largest error, a = 0.1: 7.6e-06 m
pz = 0 splittings/m, n=1..4: [0.02 0.02 0.02 0.02]
moving splittings/m, n=1..4: [0.018423 0.018741 0.018952 0.019103]
mean Sigma_z, tau=+1, n=1..4: [0.8452 0.7454 0.6742 0.6202]
angle a*omega_c*t (deg), <Lambda>(t)/<Lambda>(0)
  60  +0.500000
  90  +0.000000
  180  -1.000000
  300  +0.500000
ELECTRON IN A FIELD
field B = 5.0 T
anomaly a = 0.001159652
critical field m^2 c^2/(e hbar) = 4.4140e+09 T
B/critical field = 1.1328e-09
cyclotron frequency eB/(2 pi m) = 139.9624 GHz
cyclotron quantum = 0.57884 meV
anomaly frequency = 162.3078 MHz
levels (E - mc^2)/h at pz = 0: n, tau, GHz
  0  -1  -0.081154
  1  -1  139.881295
  1  +1  140.043603
  2  -1  279.843744
  2  +1  280.006052
spacing 0-1 minus spacing 1-2, tau=-1: 158.54 Hz
spin-flip frequency, k = 0: 140.124757 GHz
(f_c + f_a) minus spin-flip: 79.27 Hz
splitting for n = 1, pz = mc: 114.7689 MHz
fast state n = 4e+10: gamma = 9.5719
fast state orbital frequency = 14.6223 GHz
fast state anomaly splitting = 162.3078 MHz
all tests passed
```
